\section*{Mean Inner Potential of a Slab of Superposed Hydrogen Atoms}

\section*{Problem}

A slab is unbounded in the $x$ and $y$ directions and has a finite thickness along $z$. It contains neutral hydrogen atoms at number density $n$. Its charge density is the sum of free-atom charge densities: each atom brings a fixed proton of charge $+e$ and an undistorted 1s electron cloud. The clouds may overlap, but they do not respond to one another. Gaussian units are used, with $e>0$ and $a_0=\hbar^2/(me^2)$. The electrostatic potential $V$ is that felt by a positive test charge, and it is set to zero in the vacuum far from the slab.

\begin{enumerate}
\item[(a)] Find the potential $\varphi(r)$ of one atom.
\item[(b)] Show that the potential averaged over a repeat cell deep inside the slab is
\begin{equation}
V_{\rm in}-V_{\rm vac}=2\pi n e a_0^2 ,
\label{eq:goal}
\end{equation}
which is $2\pi n$ in atomic units.
\item[(c)] Relate the result to the size of the electron cloud, and extend it to other spherical atoms and to a junction of two solids.
\item[(d)] Treat the slab as a stack of atomic layers. Find how fast the average approaches its interior value with depth, and identify the surface charge that raises the potential.
\item[(e)] Hydrogenated amorphous silicon may hold roughly $5\times10^{21}$ hydrogen and $4.5\times10^{22}$ silicon atoms per cm$^3$. Evaluate the hydrogen contribution in volts, and estimate what the frozen-atom model leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The potential of one atom}

The 1s cloud has number density
\begin{equation}
|\psi(r)|^2=\frac{1}{\pi a_0^3}\,e^{-2r/a_0}.
\end{equation}
A spherical shell of charge acts at outside points as if concentrated at its centre, and gives a constant potential inside. The proton and the cloud therefore produce
\begin{equation}
\varphi(r)=\frac{e}{r}-\frac{e}{r}\int_0^r4\pi s^2|\psi|^2ds
-e\int_r^\infty4\pi s|\psi|^2ds .
\end{equation}
Since the cloud holds one electron, $1-\int_0^r4\pi s^2|\psi|^2ds=\int_r^\infty4\pi s^2|\psi|^2ds$. Hence
\begin{equation}
\varphi(r)=e\int_r^\infty4\pi s^2|\psi|^2\left(\frac1r-\frac1s\right)ds .
\label{eq:screen}
\end{equation}
The bracket is positive for $s>r$, so the potential is positive everywhere: at any finite radius, part of the electron cloud lies outside and fails to screen the proton. Integration by parts gives
\begin{align}
\int_r^\infty s^2e^{-2s/a_0}ds&=e^{-2r/a_0}\left(\frac{a_0r^2}{2}+\frac{a_0^2r}{2}+\frac{a_0^3}{4}\right),\\
\int_r^\infty s\,e^{-2s/a_0}ds&=e^{-2r/a_0}\left(\frac{a_0r}{2}+\frac{a_0^2}{4}\right).
\end{align}
Dividing the first by $r$, subtracting the second and multiplying by $4e/a_0^3$ yields
\begin{align}
\varphi(r)&=\frac{4e}{a_0^3}e^{-2r/a_0}\left[\frac{a_0r}{2}+\frac{a_0^2}{2}+\frac{a_0^3}{4r}-\frac{a_0r}{2}-\frac{a_0^2}{4}\right]\nonumber\\
&=e\left(\frac1r+\frac1{a_0}\right)e^{-2r/a_0}.
\label{eq:phi}
\end{align}

\subsection*{(b) The interior average}

The volume integral of this potential is
\begin{align}
I&=\int\varphi\,d^3r=4\pi e\int_0^\infty\left(r+\frac{r^2}{a_0}\right)e^{-2r/a_0}dr\nonumber\\
&=4\pi e\left[\frac{a_0^2}{4}+\frac1{a_0}\frac{2a_0^3}{8}\right]=2\pi e a_0^2 .
\label{eq:I}
\end{align}

Let a repeat cell $C$ have volume $\Omega$ and contain atoms at positions $\mathbf b$. Copies of the cell are displaced by lattice vectors $\mathbf R$. Because the charge densities add, so do the potentials:
\begin{equation}
V_{\rm in}=\frac1\Omega\sum_{\mathbf b}\sum_{\mathbf R}\int_C\varphi(|\mathbf r-\mathbf R-\mathbf b|)\,d^3r .
\end{equation}
For each $\mathbf b$, use $\mathbf u=\mathbf r-\mathbf R-\mathbf b$ as the integration variable. As $\mathbf R$ runs over the lattice, the shifted cells fill space once without overlap. The sum of cell integrals becomes one integral over all space, equal to $I$. With $N_C$ atoms in the cell,
\begin{equation}
V_{\rm in}=\frac{N_C}{\Omega}\,I=nI=2\pi n e a_0^2 .
\end{equation}
A finite slab lacks the lattice vectors beyond its faces. Their contribution is exponentially small deep inside, as part (d) shows. The same exponential decay makes $V$ vanish in the vacuum on both sides, which proves Eq.~\eqref{eq:goal} in the deep interior. In atomic units $e=a_0=1$, and the right side is $2\pi n$ hartree per elementary charge. An electron has charge $-e$, so its average electrostatic energy is lowered by $2\pi n$ hartree.

The positions $\mathbf b$ have dropped out, and so has the orientation of the faces. For a disordered slab, the average over a large interior volume has the same value if the mean density is uniform, because errors come from atoms near the boundary of that volume and their share falls as surface over volume.

Overlap does not alter the argument. Take an orthorhombic cell with edges 3.0, 3.5 and 4.0 bohr and atoms at fractional positions $(0,0,0)$ and $(1/3,1/4,5/12)$. Its density is $2/42=0.047619$ bohr$^{-3}$. Equation~\eqref{eq:phi} was summed over a block of $11\times11\times11$ such cells and averaged over the central cell on midpoint grids of 12 and 24 points per edge, followed by extrapolation in the square of the grid step. The average is 0.299199 hartree/$e$, equal to $2\pi n$ to the digits given. Real hydrogen at such a density would not keep its free-atom clouds; the number concerns superposition alone.

\subsection*{(c) The size of the cloud, other atoms and junctions}

Consider a point charge $q$ at distance $s$ from the centre of a sphere of radius $R>s$. The average of its potential over a concentric shell of radius $r$ is $q/s$ for $r<s$ and $q/r$ for $r>s$. Therefore
\begin{align}
\int_{r<R}\frac{q}{|\mathbf r-\mathbf s|}d^3r
&=q\left[\int_0^s\frac{4\pi r^2}{s}dr+\int_s^R4\pi r\,dr\right]\nonumber\\
&=q\left(2\pi R^2-\frac{2\pi}{3}s^2\right).
\label{eq:ball}
\end{align}
When the charges of a neutral atom are added, the $R^2$ terms cancel. The exponential tail outside the sphere contributes nothing as $R\to\infty$. The nucleus sits at $s=0$ and the electrons carry negative charge, so
\begin{equation}
\int\varphi\,d^3r=\frac{2\pi e}{3}\langle r^2\rangle ,
\label{eq:moment}
\end{equation}
where $\langle r^2\rangle$ is summed over all electrons of the atom. For the 1s cloud,
\begin{equation}
\langle r^2\rangle=\frac{4}{a_0^3}\int_0^\infty r^4e^{-2r/a_0}dr
=\frac{4}{a_0^3}\,24\left(\frac{a_0}{2}\right)^5=3a_0^2 ,
\end{equation}
and Eq.~\eqref{eq:I} follows again.

The average thus measures how far the electrons spread from their nuclei. If each cloud is contracted to $e^{-2\zeta r/a_0}$ at fixed $n$, then $\langle r^2\rangle=3a_0^2/\zeta^2$ and the average becomes $2\pi ne a_0^2/\zeta^2$. It vanishes for point-like neutral atoms, $\zeta\to\infty$, and also for $n\to0$.

For several species of spherical neutral atoms with densities $n_i$, linearity gives
\begin{equation}
V_{\rm in}-V_{\rm vac}=\frac{2\pi e}{3}\sum_i n_i\langle r^2\rangle_i .
\label{eq:many}
\end{equation}
If solids A and B are joined and the whole junction is still a sum of such atoms, a cell deep in either solid feels only atoms of its own side, apart from exponentially small tails. The step between the averages is then
\begin{equation}
V_A-V_B=\frac{2\pi e}{3}\left[\sum_i(n_i\langle r^2\rangle_i)_A-\sum_i(n_i\langle r^2\rangle_i)_B\right].
\end{equation}
This is the electrostatic part of a band lineup. A band offset also needs the band energies of each solid measured from its own average potential. Charge transfer at the junction adds a dipole that this expression does not contain.

\subsection*{(d) Layers, depth and the surface dipole}

Let one layer hold $\sigma$ atoms per unit area. Its potential, averaged over $x$ and $y$, is the lateral integral of $\varphi$ times $\sigma$. At fixed $z$, $r^2=\rho^2+z^2$ gives $\rho\,d\rho=r\,dr$, so
\begin{align}
\Phi(z)&=2\pi\sigma\int_{|z|}^\infty r\varphi(r)\,dr
=2\pi\sigma e\int_{|z|}^\infty\left(1+\frac r{a_0}\right)e^{-2r/a_0}dr\nonumber\\
&=\pi\sigma e a_0\left(\frac32+\frac{|z|}{a_0}\right)e^{-2|z|/a_0}.
\label{eq:layer}
\end{align}
The part of its integral that lies farther than $L$ from the layer, on both sides together, is
\begin{equation}
2\int_L^\infty\Phi\,dz=2\pi\sigma e a_0^2\left(1+\frac{L}{2a_0}\right)e^{-2L/a_0}.
\label{eq:tail}
\end{equation}
Setting $L=0$ gives the full integral, $2\pi\sigma e a_0^2$. In a stack with spacing $d$, an average over a window of width $d$ collects this integral piece by piece from successive layers. The result is $2\pi\sigma e a_0^2/d=2\pi ne a_0^2$, wherever the window is centred in the deep interior.

Equation~\eqref{eq:tail} also settles the finite thickness in part (b). Let $L$ be the least distance along $z$ between a point of the averaging cell and any site missing beyond the faces. The missing sites would have contributed integrals of the positive function $\varphi$ over regions with $|u_z|\ge L$. The average therefore falls short of $2\pi nea_0^2$ by a fraction no larger than $(1+L/2a_0)e^{-2L/a_0}$.

No atom has a dipole moment, yet the potential rises across the surface. The reason appears when the charge is smoothed over the same window. Let $\lambda(z)$ be the laterally averaged charge density of one layer, and let the stack end with a layer at $z=0$. The windows belonging to successive layers join end to end, and the smoothed charge density is
\begin{equation}
\rho_M(z)=\frac1d\int_u^\infty\lambda(s)\,ds,\qquad u=z-\frac d2 .
\end{equation}
For $u>0$ the integral contains only electrons and is negative. For $u<0$, neutrality makes it equal to $-\int_{-\infty}^u\lambda\,ds$, which is positive. The face at $z=d/2$ thus carries a double layer with its negative side towards the vacuum.

Poisson's equation $V''=-4\pi\rho_M$, with $V$ and $V'$ zero in the vacuum, gives $V(z)=-4\pi\int_z^\infty(z'-z)\rho_M(z')\,dz'$. The double layer is neutral, because $\int\rho_M\,du=(1/d)\int s\lambda\,ds=0$ by symmetry. Deep inside, the origin of $z'$ is therefore immaterial, and integration by parts yields
\begin{align}
V_{\rm in}-V_{\rm vac}&=-4\pi\int u\,\rho_M\,du
=-\frac{2\pi}{d}\int s^2\lambda(s)\,ds\nonumber\\
&=\frac{2\pi\sigma e}{d}\langle z^2\rangle=2\pi ne a_0^2 .
\end{align}
The last step uses $\langle z^2\rangle=\langle r^2\rangle/3=a_0^2$. The spread of each cloud supplies the surface dipole of the smoothed charge.

\subsection*{(e) Hydrogen in amorphous silicon}

The stated densities correspond to 10 atomic per cent hydrogen and are rough typical values. With $a_0=0.052918$ nm, $n=5\times10^{21}$ cm$^{-3}$ is $7.409\times10^{-4}$ bohr$^{-3}$. One hartree per elementary charge is 27.21 V, so
\begin{equation}
V_{\rm in}-V_{\rm vac}=2\pi(7.409\times10^{-4})\,\frac{\rm hartree}{e}
=4.655\times10^{-3}\,\frac{\rm hartree}{e}=0.127\ {\rm V}.
\end{equation}
The corresponding SI formula is $nea_0^2/(2\varepsilon_0)$.

This average is far from a local value. Arrange the hydrogen atoms alone on a simple cubic lattice with spacing $d=n^{-1/3}=0.585$ nm. Seventeen layers then make a slab 9.94 nm thick, counting one spacing per layer. From Eq.~\eqref{eq:layer}, the lateral average on a layer, where neighbouring layers add a negligible amount, stands to the interior average as
\begin{equation}
\frac{\Phi(0)}{2\pi nea_0^2}=\frac{3d}{4a_0}=8.29 ,
\end{equation}
which gives 1.05 V. Midway between layers the lateral average is only $1.6\times10^{-4}$ V. The value 0.127 V is the mean over narrow peaks and wide gaps in which the potential is small.

The silicon atoms contribute much more. An unrestricted Hartree--Fock calculation for the free triplet atom in the aug-cc-pVDZ basis gives $\langle r^2\rangle=32.3$ bohr$^2$. The open shell is not spherical, so Eq.~\eqref{eq:many} is used here for an average over orientations. Relative to hydrogen, the silicon share is larger by a factor of $9\times32.3/3\approx97$, which makes it about 12.3 V. The last digit is not converged in the basis: aug-cc-pVTZ and aug-cc-pVQZ give 32.25 and 32.16 bohr$^2$, and the latter corresponds to 12.2 V.

Bonding changes the hydrogen share itself. The molecule SiH$_4$ can serve as a stand-in: it is neutral, and its tetrahedral symmetry removes the dipole and quadrupole, so its potential falls fast enough for Eq.~\eqref{eq:ball} to be summed over all its charges. Define the net moment $M$ as the electronic $\langle r^2\rangle$ about silicon minus $4b^2$ for the four protons at the bond length $b$. A free hydrogen atom placed at distance $b$ has electronic moment $\langle r^2\rangle_{\rm H}+b^2$, and its proton removes $b^2$. The change per hydrogen is therefore
\begin{equation}
\Delta=\frac14\left[M-\langle r^2\rangle_{\rm Si}-4\langle r^2\rangle_{\rm H}\right].
\end{equation}
Hartree--Fock calculations at a fixed, rough bond length of 0.148 nm give, in aug-cc-pVDZ,
\begin{equation}
\Delta=\frac{37.585-32.334-4(3.024)}{4}=-1.71\ {\rm bohr}^2 .
\end{equation}
The cc-pVTZ basis gives $-1.58$ bohr$^2$. At fixed atomic densities the shift of the average is $(2\pi e/3)n\Delta$, or $-0.072$ V and $-0.067$ V respectively. In this estimate bonding removes more than half of the 0.127 V, leaving about 0.05 to 0.06 V. The larger aug-cc-pVTZ basis again gives $-1.71$ bohr$^2$, but the bond length matters: stretching it to 0.152 nm changes the aug-cc-pVDZ value to $-1.60$ bohr$^2$. Assigning the whole change to hydrogen is bookkeeping, since the silicon cloud is altered too; the share left to hydrogen depends on this choice and on taking free silicon atoms as the reference. The estimate also omits electron correlation and the silicon neighbours present in a film. Bonding between silicon atoms shifts the silicon share as well, and each per cent of 12.3 V is about 0.12 V, as much as the whole hydrogen term. The same bookkeeping applied to staggered Si$_2$H$_6$ (Hartree--Fock, aug-cc-pVDZ, Si--Si distance 0.235 nm, $\Delta$ kept for each Si--H bond) gives roughly $-0.7$ bohr$^2$ per Si--Si bond. With two bonds per atom this is about $-5$ per cent of the silicon share, or $-0.6$ V, several times the hydrogen term. If each added hydrogen is charged with breaking half a Si--Si bond, the share left to it is about 0.07 V, so bonding then removes less than half.

A real surface or contact may also carry bond dipoles. For a sense of scale, assume a normal component of 0.1 debye for each surface hydrogen and an areal density $n^{2/3}=2.92$ nm$^{-2}$. The resulting step, $4\pi n^{2/3}p$, is 0.11 V, with a sign set by the direction of the dipole. This is an assumed dipole, not a property calculated for the film. Here $p$ is the net dipole after screening; at a buried contact the surrounding solid would reduce a bare bond dipole considerably. The step also scales with coverage: a fully hydrogen-terminated Si(111) face holds 7.8 atoms per nm$^2$, for which the same $p$ gives 0.30 V.

For hydrogenated amorphous silicon, the assumption of frozen atoms is therefore the weak point: the estimated bonding shift is comparable with the hydrogen term, and surface dipoles of the size assumed above would matter as much. The 0.127 V is a well-defined reference for superposed atoms. It should not be used by itself as the change in a band offset caused by hydrogen, because hydrogen also changes the silicon density, the band energies and the charge at the contact.
